# Vibrational Stark Shift of an Adsorbate Bond: Harmonic and Cubic Wells

## 1. A spring under a constant force

Take one bond of an adsorbed molecule and describe it by its elongation $x$, measured from the equilibrium length without a field. The reduced mass is $m$, and the potential energy is first taken to be that of a perfect spring, $V=\tfrac12kx^2$, with $\omega=\sqrt{k/m}$. The molecule sits in a uniform field $F$, counted positive along the outward normal of the surface. Its dipole component along that normal is taken as linear in the elongation, $\mu(x)=\mu_0+\mu_1x$. The energy of a dipole in a field is $-F\mu$, so

$$H=\frac{p^2}{2m}+\frac12kx^2-\mu_0F-\mu_1Fx .$$

The slope $\mu_1$ has the unit of a charge, and $\mu_1F$ is a constant force on the bond, positive when it stretches. Completing the square gives

$$\frac12kx^2-\mu_1Fx=\frac12k\left(x-\frac{\mu_1F}{k}\right)^2-\frac{\mu_1^2F^2}{2k}.$$

Multiplying out the bracket returns $\tfrac12kx^2-\mu_1Fx+\mu_1^2F^2/2k$, and the last term removes the surplus. In the new coordinate $y=x-\mu_1F/k$ the momentum operator is unchanged, because $y$ differs from $x$ by a constant. The Hamiltonian is again that of an oscillator with the same $m$ and $k$, so

$$E_n=\hbar\omega\left(n+\tfrac12\right)-\mu_0F-\frac{\mu_1^2F^2}{2k}.$$

Every level moves, but by an amount that does not contain $n$. The difference of any two levels is therefore independent of $F$, however strong the field. This is the absence of a vibrational Stark shift: the spectrum records differences, and these are fixed by the curvature of the well. A constant force slides a parabola sideways and downwards without bending it.

The dipole induced by the field has been left out throughout. Apart from that, the result used three properties: a harmonic well, a linear dipole and a uniform field. Each is now relaxed in turn.

## 2. What a linear shift requires

For a general well $V(x)$, let $|n\rangle$ be a normalized bound state of $H$. Differentiating $E_n=\langle n|H|n\rangle$ with respect to $F$ gives one term from $H$ and two from the state. The latter add up to $E_n\,d\langle n|n\rangle/dF$, which is zero because the norm is fixed. Since $\partial H/\partial F=-\mu$,

$$\frac{dE_n}{dF}=-\mu_0-\mu_1\langle x\rangle_n ,\qquad
\frac{d(E_1-E_0)}{dF}=-\mu_1\left(\langle x\rangle_1-\langle x\rangle_0\right).$$

With a linear dipole and a uniform field, a shift at first order in $F$ thus requires the mean bond length at zero field to differ between the two states. In a harmonic well the means are equal by symmetry. Large excursions in the excited state do not help, since inward and outward ones cancel.

## 3. The cubic contribution

Now let

$$V(x)=\frac12kx^2+gx^3+hx^4+\dots$$

For a bond that softens on stretching, $g<0$. The cubic term cannot stand alone. With $g<0$ the potential $\tfrac12kx^2+gx^3$ has a maximum where $kx+3gx^2=0$, at $x=-k/3g$, of height

$$\frac{k}{2}\frac{k^2}{9g^2}-\frac{k^3}{27g^2}=\frac{k^3}{54g^2},$$

and falls without limit beyond it. A particle near the minimum can tunnel out, and the potential alone does not fix a set of energy levels. The higher terms are therefore kept to close the well, and the result below is the leading term when anharmonicity is weak.

**Mean bond length.** In a stationary bound state the expectation value of $[p,H]$ vanishes. At $F=0$ this commutator is $-i\hbar V'(x)$, so the mean force is zero:

$$k\langle x\rangle_n+3g\langle x^2\rangle_n+4h\langle x^3\rangle_n=0 .$$

In the harmonic state $\langle x^3\rangle_n=0$ by symmetry. It becomes non-zero through $g$, so the last term is of order $hg$ and is dropped against the second, which is of order $g$. To the same accuracy $\langle x^2\rangle_n$ takes its harmonic value. There half the energy is potential, $\tfrac12k\langle x^2\rangle_n=\tfrac12\hbar\omega(n+\tfrac12)$, and with $k=m\omega^2$

$$\langle x^2\rangle_n=\frac{\hbar}{m\omega}\left(n+\frac12\right),\qquad
\langle x\rangle_n=-\frac{3g}{k}\langle x^2\rangle_n=-\frac{3g\hbar}{m^2\omega^3}\left(n+\frac12\right).$$

For $g<0$ the mean length grows with $n$, because the bond lingers on its softer, stretched side. Inserting the difference between $n=1$ and $n=0$ in the condition of section 2, and dividing by $\hbar$, gives

$$\boxed{\;\Delta\omega=\frac{3g\mu_1F}{m^2\omega^3}\;}$$

The two minus signs, one from the field energy and one from the force balance, have cancelled. The shift is linear in $F$ and in $g$. Since $\langle x\rangle_{n+1}-\langle x\rangle_n$ does not depend on $n$ at this order, the transition $1\to2$ shifts by the same amount as $0\to1$.

**The same term from perturbation theory.** Let $\ell=\sqrt{\hbar/m\omega}$, $q=x/\ell$, and measure energies in $\hbar\omega$. The perturbation is $\gamma q^3-fq$ with $\gamma=g\ell^3/\hbar\omega$ and $f=\mu_1F\ell/\hbar\omega$. Both parts are odd in $q$, so neither shifts a level at first order. At second order there are terms in $\gamma^2$, in $f^2$ and in the product $\gamma f$. The $f^2$ term is the common shift of section 1, and the $\gamma^2$ term is present without a field. The linear Stark shift lies in the product.

With $q=(a+a^\dagger)/\sqrt2$, the operator $q$ joins $n$ to its neighbours, with $\langle n+1|q|n\rangle=\sqrt{(n+1)/2}$. The parts of $q^3$ that raise $n$ by one are $a^\dagger a^\dagger a$, $a^\dagger aa^\dagger$ and $aa^\dagger a^\dagger$. They contribute $n$, $n+1$ and $n+2$, each times $\sqrt{n+1}$, so

$$\langle n+1|q^3|n\rangle=\frac{3(n+1)\sqrt{n+1}}{2\sqrt2}=3\left(\frac{n+1}{2}\right)^{3/2}.$$

Replacing $n+1$ by $n$ gives the element that joins $n$ to $n-1$. The energy denominators are $-1$ for the upper neighbour and $+1$ for the lower, and the cross term appears twice:

$$-2\gamma f\left[-3\left(\frac{n+1}{2}\right)^2+3\left(\frac n2\right)^2\right]
=\frac{6\gamma f(2n+1)}{4}=3\gamma f\left(n+\frac12\right).$$

The gap changes by $3\gamma f$. Restoring units, $3\gamma f\,\hbar\omega=3g\mu_1F\ell^4/\hbar\omega=3g\mu_1F\hbar/m^2\omega^3$, as before. "First order" thus refers to the field and to the cubic constant, each taken once; as a perturbation series the term is of second order.

**How good is the leading term?** The scaled well $\tfrac12q^2+\gamma q^3+2\gamma^2q^4$ is bounded. Diagonalizing it on a uniform grid, and taking the slope of the gap from $f=\pm0.05$, gives a result that differs from $3\gamma$ by $-0.221\%$ at $\gamma=-0.01$ and by $-0.055\%$ at $\gamma=-0.005$, relative to $3\gamma$. Halving $\gamma$ divides the error by 4.0, so in this well the relative remainder scales as $\gamma^2$.

## 4. The classical limit

The field moves the minimum to the point where $V'(x_e)=\mu_1F$. To first order $x_e=\mu_1F/k$, and the curvature there is

$$V''(x_e)=k+6gx_e=k+\frac{6g\mu_1F}{k}.$$

As $\omega\propto\sqrt{V''}$, the relative change of $\omega$ is half that of the curvature:

$$\frac{\Delta\omega}{\omega}=\frac{3g\mu_1F}{k^2},$$

which is the boxed result, since $k^2=m^2\omega^4$. Planck's constant has dropped out. The quantum account speaks of a difference in mean length between two states, the classical one of a stiffness that varies along the bond. They describe the same asymmetry of the well.

A Morse bond, $V=D(1-e^{-ax})^2$, gives $g$ a familiar meaning. Since $1-e^{-ax}=ax-\tfrac12a^2x^2+\dots$, its square begins $a^2x^2-a^3x^3$. Hence $k=2Da^2$, $g=-Da^3=-\tfrac12ka$, and

$$\frac{\Delta\omega}{\omega}=-\frac{3a\mu_1F}{2k}.$$

A force that stretches the bond lowers the frequency, and one that compresses it raises the frequency.

For this well the classical calculation can be carried further. With $u=e^{-ax}$, the balance $V'=2Da(u-u^2)=\mu_1F$ reads $u-u^2=s$, where $s=a\mu_1F/k$, because $2Da=k/a$. The curvature is $V''=2Da^2(2u^2-u)=k(2u^2-u)$, and replacing $u^2$ by $u-s$ turns it into $k(u-2s)$. The root that tends to 1 without a field is $u=\tfrac12(1+\sqrt{1-4s})=1-s-s^2-\dots$, so

$$\frac{V''}{k}=1-3s-s^2-\dots,\qquad
\frac{\omega(F)}{\omega}=1-\frac32s-\left(\frac12+\frac98\right)s^2-\dots$$

The $\tfrac98$ comes from the term $-\tfrac18(3s)^2$ in the expansion of the square root. The quadratic part is negative for either direction of the field.

## 5. Two contributions that change the verdict

**Even anharmonicity.** Suppose $V(x)=V(-x)$, for example with $g=0$ and $h\neq0$. Reversing $x$ then has the same effect on $H$ as reversing $F$, apart from the common term $\mu_0F$. The transition energies are even in $F$ and have no linear part. To leading order in the field, the classical curvature becomes $k+12h(\mu_1F/k)^2$. So not every anharmonicity gives a first-order shift; the well must be asymmetric.

**Curvature of the dipole.** Let $\mu=\mu_0+\mu_1x+\tfrac12\mu_2x^2$ in a harmonic well. The new term $-\tfrac12\mu_2Fx^2$ has the shape of the spring energy, so

$$k\;\to\;k-\mu_2F,\qquad \frac{\Delta\omega}{\omega}\approx-\frac{\mu_2F}{2k}.$$

This is linear in $F$ without any mechanical anharmonicity. A linear Stark shift is therefore no proof of a cubic term. To first order in the field the two contributions to the stiffness add:

$$\frac{dk}{dF}=\frac{6g\mu_1}{k}-\mu_2 .$$

A field that varies along the path of a single moving charge acts in the same way. For a charge $\mu_1$ in a field $F(1-x/L)$ the energy is $-\mu_1F(x-x^2/2L)$, which amounts to $\mu_2=-\mu_1/L$.

**Their weight in a real molecule.** The sum can be tried on free carbon monoxide, treated by restricted Hartree–Fock in the def2-TZVP basis. This level leaves out electron correlation, and no metal is present. Energies at seven bond lengths, spaced by 0.05 Bohr radii, were fitted by a polynomial, without a field and with fields of $\pm0.002$ atomic units (about 10 MV/cm) from carbon to oxygen. The zero-field energies and dipoles give $\mu_1=-1.00\,e$ and $\mu_2=-8.0\,e$/nm. In units of $e$ per Bohr radius, the cubic part of $dk/dF$ is 3.591 and the dipole part is 0.421, in sum 4.012. The stiffness found directly at the displaced minima in the two fields gives 4.012 as well. In this molecule, at this level, dipole curvature adds about 12% to the cubic contribution. The last digits depend on the basis: aug-cc-pVTZ gives $\mu_1=-1.01\,e$ and $\mu_2=-7.9\,e$/nm and moves each part of $dk/dF$ by just under 1%, while the share stays near 12%. The curvature also depends on where it is taken: at the experimental bond length, 0.1128 nm, it is $-7.2\,e$/nm.

## 6. Numbers for carbon monoxide on an electrode

Take the C–O stretch of carbon monoxide standing on platinum, carbon end down, with rough typical parameters: harmonic wavenumber $2100\ \mathrm{cm^{-1}}$, Morse parameter $a=23\ \mathrm{nm^{-1}}$, $\mu_1=-0.7\,e$ and $F=30$ MV/cm at the bond. The negative slope means that stretching adds a dipole with its negative end at the oxygen, the sign found above for the free molecule. With masses of 12 u and 16 u, $m=6.857$ u and $k=m\omega^2=1782$ N/m.

The field is $3.0\times10^9$ V/m, so the force is

$$\mu_1F=-0.7\times1.602\times10^{-19}\ \mathrm C\times3.0\times10^9\ \mathrm{V/m}=-3.365\times10^{-10}\ \mathrm N .$$

It compresses the bond by $|\mu_1F|/k=1.89\times10^{-4}$ nm. The Morse form of the result gives

$$\frac{\Delta\omega}{\omega}=-\frac32\times23\times(-1.888\times10^{-4})=6.51\times10^{-3},$$

a rise of $13.7\ \mathrm{cm^{-1}}$, or 1.70 meV. The tuning rate is $0.46\ \mathrm{cm^{-1}}$ per MV/cm.

The quantum route uses $\ell=0.00484$ nm. The mean bond length in $n=1$ exceeds that in $n=0$ by $-3g\ell^2/k=\tfrac32a\ell^2=8.08\times10^{-4}$ nm. With the field written as 3.0 V/nm, the energy shift is $0.7\times3.0\times8.08\times10^{-4}$ eV, again 1.70 meV.

**Higher anharmonicity.** Diagonalizing the full Morse well on a grid puts the zero-field transition at $2074\ \mathrm{cm^{-1}}$. The shift is $+13.82\ \mathrm{cm^{-1}}$ at $+30$ MV/cm and $-13.95\ \mathrm{cm^{-1}}$ at $-30$ MV/cm. The part odd in the field is 1.5% above the leading formula. The classical series cannot supply this: its odd corrections are smaller than the linear term by a factor of order $s^2$, and $s=23\times(-1.888\times10^{-4})=-4.3\times10^{-3}$. The excess therefore comes from the finite amplitude of the quantum motion, measured by $(a\ell)^2\approx0.012$. The part even in the field is $-0.07\ \mathrm{cm^{-1}}$, and the classical estimate $-\tfrac{13}{8}s^2\times2100\ \mathrm{cm^{-1}}$ gives $-0.06\ \mathrm{cm^{-1}}$. In a real molecule the field also induces a dipole that varies with the bond length. This adds another even shift, which can be larger than the one found here.

## 7. Weighing what the bond model leaves out

*Dipole curvature.* If the Hartree–Fock value of $\mu_2$ for free carbon monoxide is carried over to the model bond, its weight relative to the cubic term is $\mu_2/(3a\mu_1)=7.95/(3\times23\times0.7)=0.16$. It adds about $2.3\ \mathrm{cm^{-1}}$. The weight exceeds the 12% of section 5 mainly because a Hartree–Fock $\mu_2$ is here set against a slope of $-0.7\,e$, while Hartree–Fock itself gives $-1.0\,e$. Electron correlation and the metal are both left out of $\mu_2$, so neither the size nor the sign of this term is established for the real bond.

*Field gradient.* Let the field fall off outwards with $L=0.3$ nm, roughly the thickness of the inner double layer, and treat the stretch as one charge moving outwards. The ratio to the cubic term is $-1/(3aL)=-0.048$, a loss of about $0.7\ \mathrm{cm^{-1}}$. In the real stretch the carbon atom recoils. If it carries a positive charge, its own gradient term has the opposite sign, and it also sits in a different field from the oxygen. Neither the sign nor the size of this correction is therefore settled by the one-charge model.

*Motion against the surface.* The carbon atom is also tied to the metal. Model this by a chain of wall, carbon and oxygen, with a surface bond of 400 N/m and Morse parameter $15\ \mathrm{nm^{-1}}$. The oxygen carries the effective charge $-0.7\,e$, and the two atoms together $+0.2\,e$, so that the outward field stretches the surface bond while compressing C–O. With the C–O force constant held fixed, the upper normal mode lies at $2180\ \mathrm{cm^{-1}}$ and tunes at $0.41\ \mathrm{cm^{-1}}$ per MV/cm, about 11% less than the isolated bond. At 30 MV/cm this is a loss of about $1.4\ \mathrm{cm^{-1}}$. Part of the loss arises because the mode now lies above $2100\ \mathrm{cm^{-1}}$, where a given change of stiffness moves the frequency less. A force constant refitted to the original wavenumber would give a smaller loss. The calculation does not separate the mixing of the motions from the softening of the surface bond.

*Screening by neighbours.* In a layer each molecule feels the dipoles induced in the others. A dipole $p$ normal to the surface produces the field $-p/(4\pi\varepsilon_0r^3)$ at a distance $r$ in the plane. With polarizability volume $\alpha_v$, spacing $d$ and lattice sum $S=\sum(d/r)^3$,

$$F_{\rm loc}=F-\frac{\alpha_vS}{d^3}F_{\rm loc}\quad\Rightarrow\quad
\frac{F_{\rm loc}}{F}=\frac{1}{1+\alpha_vS/d^3}.$$

The Hartree–Fock calculation gives $\alpha_v=2.02\times10^{-3}\ \mathrm{nm^3}$ along the axis ($2.08\times10^{-3}\ \mathrm{nm^3}$ in the aug-cc-pVTZ basis, which lowers the factors below by less than 0.01), and a hexagonal layer has $S=11.03$. For $d=0.5$ nm the factor is $1/(1+0.178)=0.85$. If 30 MV/cm is the field applied to the layer instead of the field at the bond, this static screening alone lowers the shift from 13.7 to about $11.6\ \mathrm{cm^{-1}}$. This spacing describes a dilute layer, with about 0.3 molecules per surface atom on Pt(111). At 0.68 molecules per surface atom a hexagonal layer of the same density has $d=0.336$ nm, and the formula gives a factor of 0.63 and a shift of about $8.6\ \mathrm{cm^{-1}}$. Molecules so close together are poorly described by point dipoles, so this second value is only a rough guide. Image dipoles in the metal, the coupling between the vibrating dipoles and the change of polarizability with bond length are left out, so the shift of a real layer can differ noticeably from both values.

*Heat and strength.* At 300 K the population of $n=1$ relative to $n=0$ in the C–O stretch is $5\times10^{-5}$. The softer motions against the surface are more strongly excited, and their effect on the line is not treated here. The greatest restoring force of the Morse bond occurs at $u=\tfrac12$ and equals $\tfrac12Da$. With $D=k/2a^2=10.5$ eV, the field force is 1.7% of it. The small-displacement treatment is thus sound here; it fails for either a much softer bond or a stretching force that approaches this maximum.

In these estimates the neglected terms carry both signs. With the dilute layer, the larger ones are each 10 to 16% of the cubic shift; in a dense layer the screening estimate alone exceeds a third. They rest on separate rough models and should not be added into a corrected prediction. They do show that the second digit of $13.7\ \mathrm{cm^{-1}}$ belongs to the model, not to an electrode.

**Beside a real electrode.** If 1 V falls across 0.3 nm, the field is 33 MV/cm and the model gives about $15\ \mathrm{cm^{-1}}$ per volt. Measured rates for carbon monoxide on platinum in electrolytes are very roughly $30\ \mathrm{cm^{-1}}$ per volt, with the same sign: the frequency rises as the electrode is made more positive. The model has the right sign and order of magnitude, but falls short by about a factor of two. One insecure assumption is a bond whose $k$, $g$ and $\mu_1$ are fixed while the potential changes. On a metal, charge passes between the surface and the molecular orbitals as the potential is varied, and this can alter $k$ itself. That effect has not been sized here, and the local field and $\mu_1$ are also uncertain, so the missing factor cannot be assigned to one cause. Reading a local field from a measured line shift requires a tuning rate calibrated for the same surface, coverage and electrolyte.
